# Angular Correlation and the Specific Mass Shift of Helium's Ground State

A Hartree-Fock calculation of helium gives a ground-state energy of $-2.8617$ hartree, against $-2.9037$ from an accurate correlated wavefunction. The error is 1.4 percent. The same Hartree-Fock wavefunction gives zero for the specific mass shift, the part of the nuclear recoil energy that depends on both electrons' momenta together. To first order in the electron-to-nucleus mass ratio, the accurate value for helium-4 is about $4.79\ \mathrm{cm^{-1}}$. A mean field that nearly gets the energy right therefore misses this quantity completely.

The mean-field value vanishes by symmetry, so the whole shift comes from angular correlation. A weak correlation still gives a sizeable shift because of a difference in order: the energy gained by angular correlation is quadratic in the strength of the correlation, while the specific mass shift is linear in it. Two configurations suffice to show this.

## The operator

I use atomic units, a nonrelativistic Hamiltonian and a point nucleus of mass $M$. In the centre-of-mass frame the nucleus carries momentum $-(\mathbf p_1+\mathbf p_2)$, so its kinetic energy is

$$
\frac{(\mathbf p_1+\mathbf p_2)^2}{2M}=\frac{p_1^2+p_2^2}{2M}+\frac{\mathbf p_1\cdot\mathbf p_2}{M}.
$$

The first term rescales the electrons' own kinetic energy and gives the normal mass shift. The second gives the specific mass shift. To first order in $m_e/M$ this is $(m_e/M)\langle\mathbf p_1\cdot\mathbf p_2\rangle$ hartree, where the expectation value is taken with the wavefunction for a fixed nucleus.

## Why the mean field gives zero

The ground state is a spin singlet, so its spatial function is symmetric. In Hartree-Fock it is $s(\mathbf r_1)s(\mathbf r_2)$ with a real spherical orbital $s$. With $p_j=-i\partial_j$,

$$
\langle\mathbf p_1\cdot\mathbf p_2\rangle=\sum_j\langle s|p_j|s\rangle^2,\qquad
\langle s|p_j|s\rangle=-\frac i2\int\partial_j(s^2)\,d^3r=0 .
$$

Each electron has zero mean momentum, and in a product function the mean of the product is the product of the means.

Correlation in the distances alone does not help. For any function $f(r_1,r_2)$,

$$
\nabla_1\cdot\nabla_2 f=\cos\theta_{12}\,\frac{\partial^2 f}{\partial r_1\partial r_2},
$$

because each gradient points along its own radius. Multiplying by $f$ and averaging over directions gives zero, since $\cos\theta_{12}$ averages to zero. The wavefunction must depend on the angle between the electrons.

## Two configurations

The simplest such dependence comes from exciting both electrons into p orbitals. Let $\chi_i=x_i g(r)$, with $i=x,y,z$ and $g$ real, be three normalized p orbitals. Define

$$
\Phi_s=s(1)s(2),\qquad \Phi_p=\frac1{\sqrt3}\sum_i\chi_i(1)\chi_i(2),\qquad
\Psi=c_0\Phi_s+c_1\Phi_p .
$$

The factor $1/\sqrt3$ normalizes $\Phi_p$, because its three terms are orthonormal. The sum is $\mathbf r_1\cdot\mathbf r_2\,g(r_1)g(r_2)$, so $\Phi_p$ is proportional to $+\cos\theta_{12}$ when $g$ has one sign. This fixes the meaning of the sign of $c_1$. I take $c_0>0$ and $c_0^2+c_1^2=1$.

The momentum operator is odd under inversion. It has no matrix elements between two s orbitals or between two p orbitals, so both diagonal elements of $\mathbf p_1\cdot\mathbf p_2$ vanish. The interference term remains, and it needs

$$
\partial_j\chi_i=\delta_{ij}\,g+\frac{x_ix_j}{r}\,g' .
$$

The angular average of $x_ix_j$ is $\delta_{ij}r^2/3$. Hence

$$
\langle s|p_j|\chi_i\rangle=-i\,\delta_{ij}D,\qquad D=\langle s|\partial_z|\chi_z\rangle .
$$

Each electron contributes one such factor:

$$
\langle\Phi_s|\mathbf p_1\cdot\mathbf p_2|\Phi_p\rangle
=\frac1{\sqrt3}\sum_{i,j}(-i\,\delta_{ij}D)^2
=\frac{3(-D^2)}{\sqrt3}=-\sqrt3\,D^2 .
$$

The interference term occurs twice, so

$$
\boxed{\langle\mathbf p_1\cdot\mathbf p_2\rangle=-2\sqrt3\,c_0c_1D^2}
$$

For small $c_1$, $c_0=\sqrt{1-c_1^2}\approx1-c_1^2/2$. At fixed orbitals the result is linear in $c_1$, with a relative correction of order $c_1^2$.

## The sign

The configurations are coupled by the electron repulsion,

$$
W=\langle\Phi_s|\frac1{r_{12}}|\Phi_p\rangle
=\frac1{\sqrt3}\sum_i\iint\frac{\rho_i(\mathbf r_1)\rho_i(\mathbf r_2)}{r_{12}}\,d^3r_1d^3r_2,\qquad \rho_i=s\chi_i .
$$

Each double integral is twice the electrostatic energy of a charge density $\rho_i$. That energy is an integral of the squared electric field, so $W>0$.

With $E_s$ and $E_p$ the energies of the separate configurations, the eigenvalue equations are

$$
(E_s-E)c_0+Wc_1=0,\qquad Wc_0+(E_p-E)c_1=0 .
$$

The lower root lies below both $E_s$ and $E_p$, and therefore

$$
\frac{c_1}{c_0}=\frac{E-E_s}{W}=-\frac{W}{E_p-E}<0 .
$$

So $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ is positive, and recoil raises the energy.

The positions behave oppositely. The matrix element of $x_j$ is $\delta_{ij}d$, with $d=\langle s|z|\chi_z\rangle$ and no factor $-i$, so the same steps give

$$
\langle\mathbf r_1\cdot\mathbf r_2\rangle=2\sqrt3\,c_0c_1d^2<0 .
$$

Repulsion favours positions on opposite sides of the nucleus, and the same wavefunction favours momenta in the same direction. The reversal comes from $(-i)^2=-1$, one factor for each electron.

## Why a tiny admixture matters

The second eigenvalue equation shows that $c_1$ is first order in $W$. The weight $c_1^2$ is second order. So is the energy gain, since the first equation gives $E-E_s=Wc_1/c_0$. The momentum correlation contains $c_1$ once. It is an interference effect, and a configuration with a weight of a few parts in a thousand can contribute through an amplitude of several percent.

## A model solved in closed form

Take exponential orbitals,

$$
s=\sqrt{\frac{\alpha^3}{\pi}}\,e^{-\alpha r},\qquad
\chi_z=\sqrt{\frac{\beta^5}{\pi}}\,z\,e^{-\beta r},\qquad \gamma=\alpha+\beta .
$$

The integral $\int_0^\infty r^ne^{-kr}dr=n!/k^{n+1}$ confirms their normalization. For $D$, integration by parts moves the derivative to $s$, where $\partial_zs=-\alpha(z/r)s$:

$$
D=\alpha\,\frac{\alpha^{3/2}\beta^{5/2}}{\pi}\,\frac{4\pi}{3}\int_0^\infty r^3e^{-\gamma r}dr
=\frac{8(\alpha\beta)^{5/2}}{\gamma^4}.
$$

Similarly,

$$
d=\frac{\alpha^{3/2}\beta^{5/2}}{\pi}\,\frac{4\pi}{3}\,\frac{4!}{\gamma^5}
=\frac{32\,\alpha^{3/2}\beta^{5/2}}{\gamma^5}.
$$

**One-electron energies.** The radial functions, normalized by $\int u^2dr=1$, are $u_s=2\alpha^{3/2}re^{-\alpha r}$ and $u_p=(2/\sqrt3)\beta^{5/2}r^2e^{-\beta r}$. Differentiating twice,

$$
-\tfrac12u_s''=\Big(-\frac{\alpha^2}{2}+\frac{\alpha}{r}\Big)u_s,\qquad
-\tfrac12u_p''+\frac{u_p}{r^2}=\Big(-\frac{\beta^2}{2}+\frac{2\beta}{r}\Big)u_p ,
$$

where $1/r^2$ is the centrifugal term for $l=1$. Since $\langle1/r\rangle$ is $\alpha$ for s and $\beta/2$ for p, the kinetic energies are $\alpha^2/2$ and $\beta^2/2$. Adding the nuclear attraction $-2\langle1/r\rangle$ and doubling for two electrons gives $\alpha^2-4\alpha$ and $\beta^2-2\beta$.

**Repulsion, angular part.** Use

$$
\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\theta_{12}).
$$

The angular factors of $\Phi_s$ and $\Phi_p$ are $1/4\pi$ and $(\sqrt3/4\pi)\cos\theta_{12}$. Averaging over $x=\cos\theta_{12}$, uniform on $[-1,1]$, leaves these terms:

- In $E_s$, $k=0$ with factor 1.
- In $W$, $k=1$ with factor $\sqrt3\,\overline{x^2}=1/\sqrt3$.
- In $E_p$, $k=0$ with factor $3\,\overline{x^2}=1$, and $k=2$ with factor $3\,\overline{x^2(3x^2-1)/2}=\tfrac32(\tfrac35-\tfrac13)=\tfrac25$.

**Repulsion, radial part.** In each case both electrons have the same radial density $Nr^me^{-\kappa r}$. The regions $r_1>r_2$ and $r_2>r_1$ contribute equally. Scaling lengths by $\kappa$ gives

$$
R^k=\frac{2N^2}{\kappa^{2m+1}}A,\qquad
A=\int_0^\infty y^ae^{-y}\int_y^\infty x^qe^{-x}\,dx\,dy,
$$

with $a=m+k$ and $q=m-k-1$. The inner integral is $q!\,e^{-y}\sum_{j=0}^q y^j/j!$, so

$$
A=q!\sum_{j=0}^{q}\frac{(a+j)!}{j!\,2^{a+j+1}} .
$$

For the density $u_s^2$, $N=4\alpha^3$, $m=2$, $\kappa=2\alpha$ and $A=\frac28+\frac6{16}=\frac58$. Thus $R^0=5\alpha/8$.

For $u_su_p$, $N^2=16\alpha^3\beta^5/3$, $m=3$, $\kappa=\gamma$, $k=1$ and $A=\frac{24}{32}+\frac{120}{64}=\frac{21}8$. Thus $R^1=28\alpha^3\beta^5/\gamma^7$.

For $u_p^2$, $N=4\beta^5/3$, $m=4$ and $\kappa=2\beta$, so the prefactor of $A$ is $\beta/144$. The sums are $A=837/16$ for $k=0$ and $405/16$ for $k=2$, giving $R^0=93\beta/256$ and $R^2=45\beta/256$.

Collecting terms,

$$
E_s=\alpha^2-\frac{27}{8}\alpha,\qquad
E_p=\beta^2-2\beta+\frac{111}{256}\beta,\qquad
W=\frac{28\,\alpha^3\beta^5}{\sqrt3\,\gamma^7}.
$$

## Numbers from the model

Numerical minimization of the lower root over both exponents gives $\alpha=1.6898$ and $\beta=2.4982$. Then $E_s=-2.84765$, $E_p=2.3278$ and $W=0.33588$ hartree. The lower root is

$$
E=\frac{E_s+E_p}{2}-\sqrt{\Big(\frac{E_p-E_s}{2}\Big)^2+W^2}=-2.86936 .
$$

The energy gain is $0.02171$ hartree, and

$$
\frac{c_1}{c_0}=\frac{-0.02171}{0.33588}=-0.0646 .
$$

After normalization $c_0=0.9979$ and $c_1=-0.0645$, so $\Phi_p$ has a weight of 0.42 percent. With $D=0.9522$,

$$
\langle\mathbf p_1\cdot\mathbf p_2\rangle=2\sqrt3\,(0.9979)(0.0645)(0.9522)^2=0.202 .
$$

With $d=0.538$, the position correlation is $\langle\mathbf r_1\cdot\mathbf r_2\rangle=-0.065$.

The model has the right sign and size. To find its error I used a variational expansion that contains the interelectronic distance explicitly. Its 50 functions are

$$
(r_1^ir_2^j+r_1^jr_2^i)\,r_{12}^k\,e^{-1.9(r_1+r_2)},\qquad i+j+k\le6 .
$$

Diagonalization gives $E=-2.90372$ hartree and $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.1591$. Restricting the sum of powers to five changes the latter by about $10^{-5}$. The exponential model is therefore 27 percent too high. If both radial orbitals are optimized freely in a basis of ten functions each, the two-configuration value becomes 0.191, still 20 percent too high. Most of the excess belongs to the restriction to two configurations.

## What the other configurations do

A larger calculation used ten radial functions for each $l$ from 0 to 5 and all pairs of them coupled to a singlet S state. It gives $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.1594$. For each $l$ the coefficients form a real symmetric matrix. Diagonalizing it turns the wavefunction into a sum of doubly occupied configurations,

$$
\Psi=\sum_{n,l}c_{nl}\,\Phi_{nl},\qquad
\Phi_{nl}=\frac1{\sqrt{2l+1}}\sum_m\varphi_{nlm}(1)\varphi_{nlm}(2),
$$

with real orbitals $\varphi_{nlm}$. The largest coefficients for $l=0,1,2$ are $0.996$, $-0.0618$ and $-0.0127$. They belong to configurations conventionally labelled $1s^2$, $2p^2$ and $3d^2$.

The sign argument extends to all these terms. Between $l$ and $l+1$,

$$
\langle\Phi_{nl}|\mathbf p_1\cdot\mathbf p_2|\Phi_{n',l+1}\rangle
=-\frac{\sum_{m,m',j}\langle\varphi_{nlm}|\partial_j|\varphi_{n',l+1,m'}\rangle^2}{\sqrt{(2l+1)(2l+3)}}\le0 ,
$$

again because $(-i)^2=-1$. The repulsion between $1s^2$ and any other $\Phi_{nl}$ is a sum of electrostatic self-energies and hence positive. To first order in that coupling, every admixed coefficient is negative. A cross term between $1s^2$ and a p configuration is then positive, while a cross term between two admixed configurations is negative. The calculation gives

| Cross terms | Contribution |
|---|---:|
| $1s^2$ with all $np^2$ | $0.1836$ |
| other $ns^2$ with all $mp^2$ | $-0.0170$ |
| $p^2$ with $d^2$ | $-0.0059$ |
| higher $l$ | $-0.0014$ |

The sum is 0.1594 before rounding of the entries. The $1s^2$–$2p^2$ term alone supplies 0.1814. The optimized two-configuration value, 0.191, exceeds this total by 0.031. The three negative rows, which it lacks, account for 0.024. The $1s^2$–$2p^2$ term itself is smaller by 0.009 in the larger calculation, where its coefficients and orbitals differ. The other $np^2$ terms offset 0.002.

These entries carry the truncation error of the orbital basis in their last digit. Projecting a converged wavefunction with explicit $r_{12}$ onto $l\le8$ gives $-0.0617$ for the $2p^2$ coefficient, $0.1834$, $-0.0169$, $-0.0059$ and $-0.0015$ for the four rows, a $1s^2$–$2p^2$ term lower by $0.0002$, and a total of $0.1591$.

The second row still contains each p coefficient once. It changes the slope of the linear law without destroying linearity. The third row contains products of p and d coefficients, so it is a genuine departure.

## Turning the angular correlation up and down

Linearity can be examined by multiplying the Coulomb coupling between configurations of different $l$ by a number $\lambda$, leaving everything else unchanged. Here $c_{2p}$ is the leading p coefficient.

| $\lambda$ | $c_{2p}$ | $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ | ratio |
|---:|---:|---:|---:|
| $-0.5$ | $0.0327$ | $-0.0900$ | $-2.75$ |
| $0$ | $0$ | $0$ | – |
| $0.1$ | $-0.0064$ | $0.0169$ | $-2.65$ |
| $0.5$ | $-0.0314$ | $0.0819$ | $-2.61$ |
| $1$ | $-0.0618$ | $0.1594$ | $-2.58$ |

At $\lambda=0$ the wavefunction still contains radial correlation, but the momentum correlation is zero. Reversing the coupling reverses its sign. From $\lambda=0.1$ to $1$ the coefficient grows nearly tenfold while the ratio changes by 2.6 percent.

The small drift has the sign expected from the $p^2$–$d^2$ term. At leading order in $\lambda$, the p and d coefficients change sign together, so their product remains positive and its contribution negative. It reduces a positive total and enlarges a negative one. It is not the only contribution. Splitting the ratio by cross terms, from $\lambda=0.1$ to $1$ the $p^2$–$d^2$ term moves it by about $+0.084$ and the higher-$l$ terms by $+0.020$, while the s–p terms move it the other way by $-0.035$, leaving the net $+0.069$.

## Where the argument changes

The mean-field value vanishes because only s orbitals are occupied, and the momentum has no matrix elements between s orbitals. For a $1s2p$ state with spatial function $[s(1)\chi_z(2)\pm\chi_z(1)s(2)]/\sqrt2$, the direct terms vanish but the exchange terms give

$$
\langle\mathbf p_1\cdot\mathbf p_2\rangle=\pm|\langle s|p_z|\chi_z\rangle|^2=\pm D^2,
$$

with the plus sign for the singlet. There a single configuration already has a specific mass shift.

If two configurations are nearly degenerate, $c_1$ is not small. The boxed formula still holds within the two-configuration space, but $c_0c_1$ must be kept whole. Its magnitude cannot exceed $1/2$, so the momentum correlation saturates at $\sqrt3D^2$.

For a two-electron ion of large nuclear charge $Z$, lengths scale as $1/Z$. The repulsion $W$ grows as $Z$ and the energy separation as $Z^2$, so $c_1$ falls as $1/Z$. Since $D^2$ grows as $Z^2$, the leading $\langle\mathbf p_1\cdot\mathbf p_2\rangle$ grows as $Z$. It becomes small relative to $\langle p_1^2\rangle$, which grows as $Z^2$, but not in absolute size.

## The shift in helium-4

The nucleus of helium-4 has $m_e/M=1.37093\times10^{-4}$. The specific mass shift is therefore

$$
\Delta E=(1.37093\times10^{-4})(0.15907)
=2.181\times10^{-5}\ \text{hartree}=4.79\ \mathrm{cm^{-1}} .
$$

Including $\mathbf p_1\cdot\mathbf p_2/M$ in the correlated Hamiltonian and diagonalizing again gives $2.180\times10^{-5}$ hartree. The first-order treatment of this operator is thus accurate to about 0.04 percent. Recoil corrections to the wavefunction from the normal mass term are not included in either number. The diagonalized value corresponds to $4.784\ \mathrm{cm^{-1}}$, and including the normal mass term as well lowers it to $4.783\ \mathrm{cm^{-1}}$, so beyond first order the shift rounds to $4.78\ \mathrm{cm^{-1}}$.
